# Why widening an Si–O–Si angle raises the antisymmetric stretch

**Question.** In a silica-like dielectric, each oxygen bridges two silicon atoms. Suppose the Si–O–Si angle $\theta$ widens while both bonds keep their length and their stretch constant. Why does the antisymmetric stretch move to higher frequency although neither bond has become stiffer, how large is the shift, and when does the explanation fail?

**Answer.**

## The mechanism: one motion seen by two bonds

In the antisymmetric stretch the oxygen moves mainly along the line joining its two silicon neighbours. One bond lengthens while the other shortens. A bond spring resists a change of its length, so what matters is how much of the oxygen's motion lies along each bond.

In a strongly bent bridge the bonds are steeply inclined to the Si–Si line. Part of the oxygen's motion then merely turns the bonds, which costs a pure stretch spring nothing to leading order. As the bridge opens, the bonds swing towards the Si–Si line, and the same displacement changes their lengths more.

The projection acts twice. It sets how far each bond is stretched or compressed, and hence the size of the bond force. That force points along the bond, so it must be projected back onto the direction of motion. The restoring force therefore contains the square of the projection.

## The formula with the silicons at rest

Take small harmonic motion, unstrained bonds of length $r$ and stretch constant $\alpha$, and for now no other forces. Hold the silicons still. Put the oxygen at the origin, $x$ along the Si–Si line and $z$ along the bisector of the angle. With $s=\sin(\theta/2)$ and $c=\cos(\theta/2)$, the unit vectors from the silicons to the oxygen are

$$\mathbf e_1=(-s,0,c),\qquad \mathbf e_2=(s,0,c).$$

If the oxygen moves by $\mathbf u$, the length of bond $i$ becomes

$$|r\mathbf e_i+\mathbf u|=\sqrt{r^2+2r\,\mathbf e_i\cdot\mathbf u+u^2}=r+\mathbf e_i\cdot\mathbf u+O(u^2/r).$$

The elongation is thus $\mathbf e_i\cdot\mathbf u$ to first order. Because the bonds start unstrained, the second-order part of the length affects the energy only from third order on, and the harmonic energy is

$$V=\tfrac12\alpha\left[(\mathbf e_1\cdot\mathbf u)^2+(\mathbf e_2\cdot\mathbf u)^2\right].$$

For $\mathbf u=(u,0,0)$ the elongations are $-su$ and $+su$. Their signs differ, but their squares add:

$$V=\tfrac12\alpha(2s^2)u^2=\tfrac12k_xu^2,\qquad k_x=2\alpha\sin^2(\theta/2)=\alpha(1-\cos\theta).$$

The last step is the half-angle identity $2\sin^2(\theta/2)=1-\cos\theta$. With oxygen mass $m_O$, Newton's equation $m_O\ddot u=-k_xu$ gives

$$\omega^2=\frac{\alpha}{m_O}(1-\cos\theta).$$

The factor $1-\cos\theta$ is therefore the sum of the squared projections on the two bonds.

Where does the extra stiffness come from? For motion along the bisector both elongations are $+cu$, so

$$k_z=2\alpha\cos^2(\theta/2)=\alpha(1+\cos\theta),\qquad k_x+k_z=2\alpha.$$

The coupling between $x$ and $z$ is $\alpha(-sc+sc)=0$, so the two motions are independent. Widening the angle transfers stiffness from the bisector motion to the antisymmetric motion; the total in the plane stays the same. At $90^\circ$ the two are equal. At $180^\circ$ the antisymmetric motion has all of it, $k_x=2\alpha$, and $k_z=0$.

The rise also saturates. Differentiating $\omega^2$ at fixed $\alpha$ gives $2\omega\,d\omega/d\theta=(\alpha/m_O)\sin\theta$. Dividing by $2\omega$ and using $\alpha/m_O=\omega^2/(1-\cos\theta)$,

$$\frac{d\omega}{d\theta}=\frac{\omega}{2}\,\frac{\sin\theta}{1-\cos\theta}=\frac{\omega}{2}\cot\frac{\theta}{2},$$

because $\sin\theta=2sc$ and $1-\cos\theta=2s^2$. Here $\theta$ is in radians. The slope is positive below $180^\circ$ and vanishes there: once the bonds lie along the motion, a small further turn hardly changes the projection.

## What resistance to sideways motion changes

The oxygen also belongs to the O–Si–O angles of its two neighbours. Let each such angle have bending constant $\kappa$, and hold all other atoms still. If the oxygen moves by $\mathbf w$ perpendicular to one bond, that bond turns by $w/r$. Its angle with outer bond $j$ changes by $-\mathbf w\cdot\mathbf t_j/r$, where $\mathbf t_j$ is the unit vector perpendicular to the turning bond that points towards outer bond $j$. In a regular tetrahedron the three $\mathbf t_j$ are $120^\circ$ apart, and the sum of $\cos^2$ over three such directions is $3/2$. Hence

$$\tfrac12\kappa\sum_{j=1}^{3}\frac{(\mathbf w\cdot\mathbf t_j)^2}{r^2}=\tfrac12\,\frac{3\kappa}{2r^2}\,w^2\equiv\tfrac12\beta w^2,\qquad \beta=\frac{3\kappa}{2r^2}.$$

For motion $u$ along $x$, the squared sideways displacement relative to each bond is $u^2-s^2u^2=c^2u^2$. Two bonds add $2\beta c^2=\beta(1+\cos\theta)$ to the stiffness:

$$k_x=\alpha(1-\cos\theta)+\beta(1+\cos\theta),\qquad \frac{dk_x}{d\theta}=(\alpha-\beta)\sin\theta.$$

With the neighbours held still, the frequency rises with angle if $\alpha>\beta$, that is, if a bond resists stretching more than it resists sideways motion. If $\beta$ exceeded $\alpha$, widening would lower the frequency.

A spring on the Si–O–Si angle itself, relaxed at $\theta$, does not alter $k_x$. Displacements $+u$ and $-u$ are mirror images and give the same angle, so the angle has no term linear in $u$. Its change is of order $u^2$, and its energy of order $u^4$.

## What moving silicons change

Now free the silicons, set $\beta=0$ again, and consider an isolated bridge with silicon mass $m_{Si}$. It is convenient to follow the elongations $q_i=\mathbf e_i\cdot(\mathbf u_O-\mathbf u_i)$, where $\mathbf u_i$ is the displacement of silicon $i$. A stretched bond pulls the oxygen back and the silicon forward:

$$m_O\ddot{\mathbf u}_O=-\alpha(q_1\mathbf e_1+q_2\mathbf e_2),\qquad m_{Si}\ddot{\mathbf u}_i=+\alpha q_i\mathbf e_i.$$

Projecting the relative acceleration on bond 1, with $\mathbf e_1\cdot\mathbf e_2=c^2-s^2=\cos\theta$, gives

$$\ddot q_1=-\frac{\alpha}{m_O}(q_1+q_2\cos\theta)-\frac{\alpha}{m_{Si}}q_1.$$

In the antisymmetric stretch $q_2=-q_1$, so

$$\omega^2=\alpha\left[\frac{1-\cos\theta}{m_O}+\frac1{m_{Si}}\right].$$

The silicon term raises the frequency but does not depend on angle. The change of $\omega^2$ on widening is the same as before. The change of $\omega$ is smaller, because $\omega_2-\omega_1=(\omega_2^2-\omega_1^2)/(\omega_2+\omega_1)$ and the denominator has grown.

## Does the explanation survive in a network?

In a network a silicon shares its motion among several bridges, so a single bridge no longer has a frequency of its own. Suppose that all Si–O–Si angles equal $\theta$ and all tetrahedra are regular. The projection used above now includes the other bonds at each silicon, whose unit vectors have scalar product $-1/3$ with one another. Collecting all elongations in a vector $q$,

$$\ddot q=-\alpha Gq,\qquad G=\frac{1+\cos\theta\,P}{m_O}+S.$$

Here $P$ exchanges the two bonds of every oxygen, and $S$ describes the silicon motion. For one silicon with four bonds, $S$ has diagonal elements $1/m_{Si}$ and off-diagonal elements $-1/(3m_{Si})$. Four equal elongations pull the silicon equally in all four directions, so it stays at rest and the eigenvalue is $(1-3/3)/m_{Si}=0$. The three patterns whose elongations sum to zero have eigenvalue $(1+1/3)/m_{Si}=4/(3m_{Si})$. A silicon at the end of a cluster, with one bond, gives $1/m_{Si}$, which lies between these values.

The oxygen part of $G$ has the eigenvalue $(1-\cos\theta)/m_O$ for antisymmetric pairs ($P=-1$) and $(1+\cos\theta)/m_O$ for symmetric pairs ($P=+1$), one of each per oxygen. For obtuse $\theta$ the antisymmetric value is the larger. Adding $S$ raises each eigenvalue, taken in order, by at least the smallest and at most the largest eigenvalue of $S$. The upper set, one mode per oxygen, therefore satisfies

$$\frac{\alpha(1-\cos\theta)}{m_O}\le\omega^2\le\alpha\left[\frac{1-\cos\theta}{m_O}+\frac{4}{3m_{Si}}\right].$$

Both bounds rise with $\theta$ by the fixed-silicon amount. The lower set lies below $\alpha[(1+\cos\theta)/m_O+4/(3m_{Si})]$, so a gap is guaranteed if $-\cos\theta>2m_O/(3m_{Si})$.

Rising bounds do not prove that each mode rises. For that, take a normalized mode with $Gq=\lambda q$ and $\omega^2=\alpha\lambda$. When $\theta$ changes, the change of $q$ contributes $2\lambda\,q\cdot dq=0$ to $d(q^TGq)$, since the norm is fixed. Only the explicit change of $G$ remains:

$$\frac{d\omega^2}{d\theta}=-\frac{\alpha\sin\theta}{m_O}\,q^TPq=\frac{\alpha\sin\theta}{m_O}(w_a-w_s),$$

where $w_a$ and $w_s$ are the antisymmetric and symmetric weights of the mode, with $w_a+w_s=1$. No mode can rise faster than in the fixed-silicon case, and a mode rises if it is more antisymmetric than symmetric.

A sufficient condition follows by splitting $q$ into its antisymmetric part $a$ and symmetric part $b$. The symmetric part of $Gq=\lambda q$ reads

$$\left[\lambda-\frac{1+\cos\theta}{m_O}-S_{bb}\right]b=S_{ba}a,$$

where $S_{bb}$ and $S_{ba}$ are the blocks of $S$. Write $\sigma=4/(3m_{Si})$. For an upper mode $\lambda\ge(1-\cos\theta)/m_O$, and $S_{bb}$ is at most $\sigma$, so the bracket is at least $-2\cos\theta/m_O-\sigma$. The coupling $S_{ba}$ has norm at most $\sigma/2$: subtracting $\sigma/2$ times the identity from $S$ leaves this block unchanged and puts all eigenvalues between $-\sigma/2$ and $\sigma/2$. Hence $|b|<|a|$ if

$$-\frac{2\cos\theta}{m_O}-\sigma>\frac{\sigma}{2},\qquad\text{that is,}\qquad -\cos\theta>\frac{m_O}{m_{Si}}.$$

Above this angle every upper mode rises. Below it a mode may still rise, but this argument does not guarantee it.

## The numbers

Take the round parameters $\alpha=400$ N/m, $m_O=16$ u and $m_{Si}=28$ u. They describe a generic bridge and are not fitted to a particular glass. At $130^\circ$,

$$k_x=400\times1.6428=657\ \text{N/m},$$

and $\nu=\omega/(2\pi c_0)$, with $c_0$ the speed of light, is 835 cm⁻¹ for silicons at rest. At $150^\circ$ the factor is 1.8660, so

$$\nu=835\sqrt{\frac{1.8660}{1.6428}}=890\ \text{cm}^{-1}.$$

The rise is 55 cm⁻¹; in frequency, the mode goes from 25.0 to 26.7 THz. Other angles give the following values, with "free" meaning the isolated three-atom bridge.

| $\theta$ | $\sin(\theta/2)$ | $k_x$ (N/m) | $k_z$ (N/m) | $\nu$ fixed (cm⁻¹) | $\nu$ free (cm⁻¹) |
|---|---|---|---|---|---|
| 110° | 0.819 | 537 | 263 | 755 | 901 |
| 130° | 0.906 | 657 | 143 | 835 | 969 |
| 150° | 0.966 | 746 | 54 | 890 | 1017 |
| 170° | 0.996 | 794 | 6 | 918 | 1041 |
| 180° | 1.000 | 800 | 0 | 921 | 1045 |

The stiffness gained by $k_x$ is what $k_z$ loses. From $130^\circ$ to $150^\circ$ the free bridge rises by 48 cm⁻¹ instead of 55, as expected from its larger $\omega$. The next $20^\circ$ bring only 28 cm⁻¹ with fixed silicons. The slope formula shows the same saturation: 2.75 cm⁻¹ per degree at $140^\circ$, but 0.70 at $170^\circ$.

With a transverse constant $\beta=30$ N/m, $k_x$ goes from 667.8 to 750.4 N/m between $130^\circ$ and $150^\circ$. The gain is 82.6 N/m instead of 89.3 N/m, smaller by the factor $1-\beta/\alpha=0.925$.

For these masses the network gap is guaranteed above $112.4^\circ$, and the rise of every upper mode above $124.8^\circ$. A cluster shows how the modes fill the allowed range. It has a central silicon, four bridges leading to four silicons, and three further bridges from each of these, ended by silicons: 33 atoms, 16 of them oxygen. Its frequencies follow from diagonalizing the mass-weighted matrix of second derivatives of the stretch energy, obtained by finite differences.

- At $130^\circ$ the 16 upper modes span 893–1007 cm⁻¹, within the bounds 835–1010 cm⁻¹. The next mode below lies at 681 cm⁻¹.
- At $150^\circ$ they span 939–1053 cm⁻¹, within 890–1056 cm⁻¹. The next mode below lies at 608 cm⁻¹.

The upper modes rise while the mode beneath them falls. By the slope formula, that falling level must be predominantly symmetric on average over the interval. Each upper mode, followed by its rank, gains between 0.906 and 0.996 of the fixed-silicon increase in $\omega^2$. This fraction is the average of $w_a-w_s=1-2w_s$, weighted by $\sin\theta$. Even the slowest-rising mode therefore has an average symmetric weight of only about $(1-0.906)/2\approx0.05$. In this cluster the fixed-silicon formula therefore overstates the rise in $\omega^2$, but by no more than about 10 % of the actual rise ($1/0.906\approx1.10$).

## When the shift does not measure the angle

So far $\alpha$ has been held fixed. If a change of structure also alters the bond, taking the logarithm of $\omega^2=\alpha(1-\cos\theta)/m_O$ and differentiating gives

$$\frac{d\ln\omega^2}{d\theta}=\cot\frac{\theta}{2}+\frac{d\ln\alpha}{d\theta}.$$

The first term is geometry, the second bond strength. Softening can cancel the geometric rise. Between $130^\circ$ and $150^\circ$ with fixed silicons this requires

$$\frac{\alpha_{150}}{\alpha_{130}}=\frac{1.6428}{1.8660}=0.880,$$

a loss of 12.0 % of $\alpha$. For the free bridge, $m_O/m_{Si}=0.571$ is added to numerator and denominator, and a loss of 9.2 % suffices. Stiffening would instead enlarge the shift. These percentages show how sensitive the shift is to $\alpha$; they are not the expected trend. In real Si–O–Si bridges the relaxed bond is usually shorter at wider angles, and a shorter bond is normally stiffer, which adds to the geometric rise. An observed band shift therefore gives a change of angle only if the change of $\alpha$ is known or can be shown to be small.

The model also leaves out long-range electric forces, anharmonicity, the spread of angles in a real glass, and the coupling between the two stretches of a bridge. A term $\alpha' q_1q_2$ in the energy replaces $\alpha$ by $\alpha-\alpha'$ in the fixed-silicon formula, and it is this combination that must then stay fixed or be known. Its band positions should not be read as predictions for a given film. What it establishes is the direction and the cause of the geometric contribution: at fixed $\alpha$, opening the bridge turns both bonds towards the oxygen's motion, and the sum of their squared projections, $1-\cos\theta$, grows. With the neighbouring atoms held still, this raises the frequency as long as $\alpha>\beta$. With moving silicons the rise was derived for stretch springs alone, so with a strong resistance to sideways motion it is not guaranteed for every mode, even when $\alpha>\beta$.

Numerical values quoted here were computed with a short program.
